Growth enhancement in windows between diffusion-fed mask stripes, part 1

(Sections cited here and not found follow in the second part.)

## First half: absorbing mask edges

**The decision.** A layer is to be grown in narrow windows between stripes of an oxide mask. The growth rate is known from an unmasked wafer, and the growth time must now be set. In the model treated here the rate in the windows is higher, because atoms that land on the mask migrate to the crystal. If all of them arrived, a 500 nm window beside 3000 nm of mask would grow 7 times faster than the unmasked wafer. If each atom travels about 1000 nm before it evaporates, the factor is 4.6. A growth time based on the first number gives a layer only 66 % as thick as intended. The choice depends on how far an adatom gets on the mask, and the calculation below turns that distance into a growth rate.

**Geometry and rates.** Long parallel mask stripes of width m alternate with windows of width w. A uniform beam delivers F atoms per unit area and time to mask and window alike. An atom on the surface that has not yet joined the crystal is called an adatom. On the mask, adatoms diffuse with diffusivity D and desorb after a mean time τ. They do not form nuclei there, and desorbed atoms do not come back. In this half, every atom that reaches a window is built into the crystal.

The enhancement is the growth rate averaged over the window width, divided by the growth rate of an unmasked wafer under the same beam. Since all arriving atoms are incorporated here, the unmasked rate corresponds to F.

**Case 1: nothing is lost.** Suppose the mask is so narrow that adatoms leave it long before they desorb. Per unit length of stripe, the window receives Fw directly. Each period also contains one mask stripe, which collects Fm and passes it on. Each stripe gives half to the window on its left and half to the one on its right, so each window gains two halves, which is Fm in total. Hence

E = (Fw + Fm)/(Fw) = 1 + m/w.

This is conservation of atoms. It contains no diffusion length, and it grows without limit as the mask is widened. For a wide mask that cannot be right, because atoms landing far from an edge desorb first.

**Case 2: one edge of a very wide mask.** Let z be the distance from the edge into the mask, and n(z) the adatom density per unit area. Consider a strip between z and z + dz. The diffusion current in the direction of increasing z is −D n′(z), per unit length of stripe. The strip gains −D n′(z) through one side and loses −D n′(z + dz) through the other. The net gain is D[n′(z + dz) − n′(z)] = D n″ dz. The beam adds F dz and desorption removes (n/τ) dz. In the steady state the sum vanishes:

D n″ − n/τ + F = 0.   (1)

Multiplying by τ shows which length matters. With

L = √(Dτ),

the equation becomes

L² n″ − n + Fτ = 0.

The constant Fτ solves it, and so do the exponentials exp(±z/L) when the constant term is removed. Far from the edge the density must stay finite, which excludes exp(+z/L). At the edge the crystal is assumed to remove adatoms so quickly that n(0) = 0. This is what "absorbing edge" means. The two conditions give

n(z) = Fτ[1 − exp(−z/L)].

The current toward the edge runs in the direction of decreasing z, so it is +D n′(0):

J = D Fτ/L = F L,

where the last step uses Dτ = L². A single edge therefore collects as many atoms as fall on a strip of width L. A window has two edges, so for very wide masks

E = 1 + 2L/w.

Now the result does not depend on m. The two cases give different laws, and a mask of general width must connect them.

**Case 3: a mask of any width.** Equation (1) still holds. Measure y from the centre of the mask, so that the edges are at y = ±m/2. The problem is symmetric about y = 0, so the solution contains the even combination cosh(y/L) and no sinh(y/L):

n(y) = Fτ + A cosh(y/L).

The absorbing condition n(±m/2) = 0 fixes A:

0 = Fτ + A cosh(m/2L), so A = −Fτ/cosh(m/2L).

Thus

n(y) = Fτ [1 − cosh(y/L)/cosh(m/2L)].   (2)

At the right-hand edge, y = m/2, the current out of the mask flows toward increasing y and is −D n′(m/2). The derivative of (2) is

n′(y) = −(Fτ/L) sinh(y/L)/cosh(m/2L).

The two minus signs cancel, and

J = (D Fτ/L) tanh(m/2L) = F L tanh(m/2L).   (3)

By symmetry the left-hand edge delivers the same. The length L tanh(m/2L) is the width of mask whose whole supply would equal what one edge collects. A window lies between two masks and receives J from each, so

E0 = (Fw + 2J)/(Fw) = 1 + (2L/w) tanh(m/2L).   (4)

The factor 2 counts the two edges of one window. The 2 inside the tanh comes from the half-width of one mask.

**Test on the balance of atoms.** Equation (2) must also account for the atoms that are lost. The number desorbing per unit length and time is the integral of n/τ over the mask. The integral of cosh(y/L) from −m/2 to m/2 is 2L sinh(m/2L), so

∫ n/τ dy = F [m − 2L tanh(m/2L)].

Adding the 2J that leaves through the two edges restores Fm, the number that landed.

**Test on the two limits.** Write a = m/2L. For small a, tanh a = a − a³/3 + …, and

E0 ≈ 1 + (2L/w)(a − a³/3) = 1 + (m/w)[1 − m²/(12L²)].

The leading term is Case 1, and the correction is the fraction of mask atoms lost. For large a, tanh a ≈ 1 − 2 exp(−2a), and

E0 ≈ 1 + (2L/w)[1 − 2 exp(−m/L)],

which approaches Case 2. For positive a, tanh a is smaller than a and smaller than 1. Both simple laws therefore overestimate E0, and the smaller of the two is the better upper bound.

**The same result from the history of one atom.** Let q(y) be the probability that an adatom which lands at y reaches an edge before it desorbs. Model diffusion by hops of length h to either side, one every time t. Before each hop the adatom desorbs with the small probability p = t/τ. The chance of success from y is the chance of surviving, times the average chance from the two neighbouring positions:

q(y) = (1 − p) · ½[q(y + h) + q(y − h)].

For small h the average on the right is q + ½h²q″. Keeping the lowest order in h² and p gives

½h² q″ = p q.

The diffusivity of this walk is D = h²/(2t), so h²/(2p) = Dτ = L², and

L² q″ = q, with q(±m/2) = 1.

The even solution is q(y) = cosh(y/L)/cosh(a). This is the term subtracted in (2), so n(y) = Fτ[1 − q(y)]. The fraction of all atoms landing on the mask that reach a window is the average of q over the mask:

f = (1/m) · 2L sinh(a)/cosh(a) = tanh(a)/a.   (5)

Since 2L tanh a = m tanh(a)/a, equation (4) can be written

E0 = 1 + (m/w) f.

This is Case 1 with the supply from the mask reduced by the captured fraction.

The walk can be followed directly. With m = 3L, h = L/20 and p = 1/800, 40 000 walkers started uniformly over the mask gave a captured fraction of 0.599, with a standard error of 0.002. Equation (5) gives 0.603. The difference is 1.8 standard errors, which is compatible with chance.

**A second road through decay modes.** Switch desorption off and release one atom at a random place on the mask, now 0 < z < m. Its probability density can be expanded in the functions sin(kπz/m), which vanish at both edges. Each decays at the rate

λ_k = D(kπ/m)².

The initial density 1/m has the coefficients

(2/m) ∫ (1/m) sin(kπz/m) dz = 4/(πkm) for odd k,

and zero for even k. Each odd sine integrates to 2m/(πk). The probability that the atom is still on the mask at time t is therefore

S(t) = Σ (odd k) [8/(π²k²)] exp(−λ_k t).

The atom arrives at an edge during dt with probability −S′(t) dt. Restoring desorption multiplies this by the chance exp(−t/τ) of having survived. Integration over time gives

f = Σ (odd k) [8/(π²k²)] · λ_k/(λ_k + 1/τ).

For m/L = 0.3, 1, 3 and 12, the sum over odd k below 200 000 agrees with (5) to within 5 × 10⁻⁶. The series also shows how the steady state is reached: with desorption restored, every mode on the mask decays at a rate above 1/τ. With absorbing edges, the adatom density on the mask therefore settles within a few τ after the beam is opened.

**Numbers.** Take gallium arsenide grown by molecular beam epitaxy through a silicon dioxide mask near 900 K. The values are rough and typical: m = 3000 nm, w = 500 nm, L = 1000 nm, and an unmasked growth rate of 100 nm/h. Gallium is the species that diffuses and limits growth, with arsenic in excess. Then

a = 3000/(2 × 1000) = 1.5, tanh a = 0.905,

L tanh a = 905 nm,

E0 = 1 + 2 × 905/500 = 4.62.

The window grows at 462 nm/h. Of the gallium landing on the mask, f = 0.905/1.5 = 60 % is captured and 40 % is lost.

With L and w held fixed, the enhancement for other mask widths is:

m = 250 nm: 1.50
m = 500 nm: 1.98
m = 1000 nm: 2.85
m = 2000 nm: 4.05
m = 6000 nm: 4.98

The first value is close to 1 + m/w = 1.5. The last is close to 1 + 2L/w = 5. Doubling the mask from 3000 to 6000 nm raises the enhancement from 4.62 to 4.98, while it uses much more of the wafer.

**How strongly E0 depends on L.** The widths m and w can be measured directly, whereas L must be inferred. Differentiate L tanh(m/2L) with respect to L at fixed m. Since da/dL = −a/L,

d(L tanh a)/dL = tanh a − a/cosh² a.

Dividing by tanh a and using 2 sinh a cosh a = sinh 2a gives

d ln(E0 − 1)/d ln L = 1 − 2a/sinh(2a).   (6)

For a narrow mask this tends to zero: nearly everything is captured, whatever L is. For a wide mask it tends to one. At a = 1.5 it is 1 − 3/10.0 = 0.70, so a 10 % error in L gives an error of about 7 % in the excess E0 − 1. The converse matters when L is to be found from measured thicknesses. Narrow masks say little about L, and stripes with m well above L are needed.

**Unequal masks.** With n = 0 at every edge, the density on one mask does not depend on its neighbours. A window between masks of widths m₁ and m₂ therefore receives the sum of two separate currents:

E = 1 + (L/w)[tanh(m₁/2L) + tanh(m₂/2L)].

For equal masks this is (4). It follows that (4) does not need a periodic array. It also holds for a single window between two masks of width m, provided that their outer edges absorb too. If the outer side of an end window is covered by a very wide mask, the second tanh becomes 1, and that window grows faster than those inside the array.

## Second half: a window with finite kinetics

**What is carried over.** The mask has width m, the window has width w, and the beam delivers F atoms per area and time. Mask adatoms have diffusivity D, desorption time τ and diffusion length L = √(Dτ). Write a = m/2L and T = tanh a. With zero adatom density at the mask edges, each edge delivers F L T per unit length, and the average enhancement is

E0 = 1 + 2LT/w.

In the example m = 3000 nm, w = 500 nm, L = 1000 nm and E0 = 4.62.

Two things were left open. The first is whether the adatoms must be mobile inside the window for E0 to hold. The second is when an edge may be treated as absorbing. Both require a model of the window.

**Adatoms in the window.** Let x be the distance from the window centre and n_w(x) the adatom density there. These adatoms have diffusivity D_w. They join the crystal after a mean time τ_w and desorb after a mean time τ_d. Define

r = τ_w/τ_d, L_w = √(D_w τ_w).

The ratio r compares the rate of desorption with the rate of incorporation. The balance is that of the mask with a second loss term:

D_w n_w″ − n_w/τ_w − n_w/τ_d + F = 0.

The two losses add to (1 + r)n_w/τ_w. Dividing by D_w and defining

Λ = L_w/√(1 + r)

gives

n_w″ − n_w/Λ² + F/D_w = 0.

On an unmasked wafer the density is uniform, n_w″ = 0, and it has the value

n₀ = FΛ²/D_w = Fτ_w/(1 + r).

The unmasked crystal then grows at n₀/τ_w = F/(1 + r) atoms per area and time. The remainder, rF/(1 + r), desorbs. Enhancements are now taken relative to F/(1 + r), which is what an unmasked calibration wafer would show.

The solution that is even in x is

n_w(x) = n₀[1 + β cosh(x/Λ)],

with a constant β to be found. The local growth rate is n_w/τ_w, so the local enhancement is

g(x) = n_w(x)/n₀ = 1 + β cosh(x/Λ).   (7)

**The condition at the edge.** Adatoms are assumed to cross between mask and window without a barrier, so their chemical potential is continuous at the edge. The densities need not be equal, because an adatom is bound differently on oxide and on crystal. To relate them, imagine both surfaces in equilibrium with the same vapour. Atoms from the vapour strike both at the same rate. If both have the same sticking probability, both take up atoms at the same rate, and in equilibrium each must desorb them at that same rate. At equal chemical potential the desorption fluxes are therefore equal. For dilute adatoms they are n/τ and n_w/τ_d, so

n_e/τ = n_w(w/2)/τ_d,   (8)

where n_e is the density on the mask side of the edge.

**The mask with a non-zero edge density.** The even solution on the mask is still a constant plus a cosh. With n = n_e at the edge it is

n(y) = Fτ − (Fτ − n_e) cosh(y/L)/cosh a.

Its current out of one edge is

J = −D n′(m/2) = (D/L)(Fτ − n_e) T = F L T [1 − n_e/(Fτ)].

From (8), (7) and n₀ = Fτ_w/(1 + r),

n_e/(Fτ) = n_w(w/2)/(Fτ_d) = [r/(1 + r)](1 + β cosh b), with b = w/2Λ.

Subtracting this from 1 gives

1 − n_e/(Fτ) = (1 − rβ cosh b)/(1 + r).

The current that leaves the mask must enter the window. At x = w/2 the inward direction is toward decreasing x, so the inward current is +D_w n_w′(w/2):

D_w n₀ β sinh(b)/Λ = FΛβ sinh b,

where D_w n₀ = FΛ² was used. Equating the two currents and dividing by F,

Λβ sinh b = LT(1 − rβ cosh b)/(1 + r).

Multiply by 1 + r and collect the terms in β:

β[(1 + r)Λ sinh b + rLT cosh b] = LT.

The local enhancement is therefore

g(x) = 1 + LT cosh(x/Λ)/[(1 + r)Λ sinh b + rLT cosh b].   (9)

This was compared with a finite-volume solution of the two balance equations, coupled by (8), with 2000 cells in each half-width. For the stripe dimensions of the example, r = 0.01, 0.3 and 2, and L_w = 200 and 1000 nm, the two agree within 3 parts in 10⁵ across the window.

This part has given the average enhancement E0 for absorbing mask edges and the local enhancement (9) for a window with finite kinetics. What remains is to average (9) over the window, find when an edge may be treated as absorbing, and estimate the effects of temperature and of processes the model leaves out.
